# Townsend Breakdown Between Coaxial Cylinders and Its Parallel-Plate Limit: a program that tests the result

```python
"""Townsend breakdown between coaxial cylinders in the vacuum field.

Result under test: with L = ln(b/a) and G = ln(1 + 1/gamma), breakdown is at
  (A V/(B L)) * [exp(-B p a L/V) - exp(-B p b L/V)] = G,
which tends to V0 = B p d / ln(A p d/G), d = b - a, for a narrow annulus.
a, b: inner and outer radius (cm); p: pressure (Torr); V: voltage (V);
A (1/(cm Torr)), B (V/(cm Torr)): ionization coefficients in
alpha = A p exp(-B p/E); gamma: electrons released per ion at the cathode.
The coefficients are rough typical values for argon gas.
"""
import numpy as np
from scipy import constants
from scipy.integrate import quad, solve_ivp
from scipy.optimize import brentq, minimize_scalar

A, B, gamma = 12.0, 180.0, 0.05
a, b, p = 0.5, 1.5, 0.7
d = b - a
L = np.log(b / a)
G = np.log(1 + 1 / gamma)
nodes, weights = np.polynomial.legendre.leggauss(80)


def gain_closed(V, p, a, b):
    log_ratio = np.log(b / a)
    c = B * p * log_ratio / V
    return A * p / c * (np.exp(-c * a) - np.exp(-c * b))


def gain_numeric(V, p, a, b, start=None, stop=None):
    """Integrate alpha over radius, optionally over part of the gap."""
    lo = a if start is None else start
    hi = b if stop is None else stop
    r = 0.5 * (hi + lo) + 0.5 * (hi - lo) * nodes
    field = V / (r * np.log(b / a))
    return 0.5 * (hi - lo) * np.sum(weights * A * p * np.exp(-B * p / field))


def breakdown(p, a, b, gain=gain_closed, threshold=G):
    return brentq(lambda V: gain(V, p, a, b) - threshold, 10.0, 1e5,
                  xtol=1e-10, rtol=1e-13)


def plates(p, d):
    return B * p * d / np.log(A * p * d / G)


V = breakdown(p, a, b)
V_plates = plates(p, d)

# Closed integral against adaptive quadrature of the ionization coefficient.
for volts, press, inner, outer in [(130, 0.7, 0.5, 1.5), (400, 3, 0.1, 2),
                                   (90, 0.5, 4, 5)]:
    log_ratio = np.log(outer / inner)
    direct = quad(lambda r: A * press * np.exp(
        -B * press * r * log_ratio / volts), inner, outer, epsabs=1e-12)[0]
    assert abs(gain_closed(volts, press, inner, outer) / direct - 1) < 1e-9

# Finite-difference Laplace equation for unit voltage across the gap.
N = 300
r = np.linspace(a, b, N + 1)
h = r[1] - r[0]
mid = 0.5 * (r[1:] + r[:-1])
laplace = np.zeros((N + 1, N + 1))
laplace[0, 0] = laplace[N, N] = 1
for j in range(1, N):
    laplace[j, j - 1:j + 2] = [mid[j - 1], -(mid[j - 1] + mid[j]), mid[j]]
source = np.zeros(N + 1)
source[N] = 1
unit_field = np.diff(np.linalg.solve(laplace, source)) / h
assert np.max(np.abs(unit_field * mid * L - 1)) < 1e-4


def inverse_response(volts, direction):
    """Inverse cathode electron flux for a unit seed; zero at breakdown.
    direction = +1: electrons move outward; -1: electrons move inward."""
    alpha = A * p * np.exp(-B * p / (volts * unit_field))
    matrix = np.zeros((2 * N + 2, 2 * N + 2))
    j = np.arange(N)
    ion = N + 1
    creation = 0.5 * h * mid * alpha
    matrix[j, j] = -direction * r[:-1] - creation
    matrix[j, j + 1] = direction * r[1:] - creation
    matrix[N + j, ion + j] = -direction * r[:-1]
    matrix[N + j, ion + j + 1] = direction * r[1:]
    matrix[N + j, j] = creation
    matrix[N + j, j + 1] = creation
    cathode, anode = (0, N) if direction == 1 else (N, 0)
    matrix[2 * N, cathode] = 1
    matrix[2 * N, ion + cathode] = -gamma
    matrix[2 * N + 1, ion + anode] = 1
    seed = np.zeros(2 * N + 2)
    seed[2 * N] = 1
    return 1 / np.linalg.solve(matrix, seed)[cathode]


# Discretization is second order with about 0.3 percent of the gap per cell.
V_transport = [brentq(inverse_response, 100, 200, args=(s,), xtol=1e-7)
               for s in (1, -1)]
assert max(abs(v / V - 1) for v in V_transport) < 2e-4

# Existence threshold, approached from both sides at very high voltage.
p_threshold = G / (A * d)
assert gain_numeric(1e8, 0.99 * p_threshold, a, b) < G
assert gain_numeric(1e8, 1.01 * p_threshold, a, b) > G

# Similarity: halving radii and doubling pressure leaves the voltage fixed.
assert abs(breakdown(2 * p, a / 2, b / 2, gain_numeric) / V - 1) < 1e-9

# Narrow-annulus limit and its leading curvature coefficient.
delta = 0.03
curvature = []
for x0 in (0.5, 1.0, 2.0, 4.0):
    press = G * np.exp(x0) / A
    mean_radius = 1 / delta
    v = breakdown(press, mean_radius - 0.5, mean_radius + 0.5, gain_numeric)
    coefficient = (v / plates(press, 1.0) - 1) / delta**2
    assert abs(coefficient - (2 - x0) / 24) < 3e-4
    curvature.append((x0, coefficient))

# Pressure minimum found numerically against its explicit formula.
V_min = B * G / A * L * b / d * (b / a)**(a / d)
p_min = V_min / (B * d)
found = minimize_scalar(lambda q: breakdown(q, a, b, gain_numeric),
                        bounds=(0.35, 3), method="bounded",
                        options={"xatol": 1e-8})
assert abs(found.fun / V_min - 1) < 1e-8
assert abs(found.x / p_min - 1) < 1e-4
V_min_plates = np.e * B * G / A
plate_found = minimize_scalar(lambda q: plates(q, d), bounds=(0.35, 3),
                              method="bounded")
assert abs(plate_found.fun / V_min_plates - 1) < 1e-8

p_cross = brentq(lambda q: breakdown(q, a, b) - plates(q, d), 1.2, 4)

# Dead space: no ionization before falling through a rough threshold.
ionization_volts = 16.0


def gain_dead_inner(volts, p, a, b):
    start = a * (b / a)**(ionization_volts / volts)
    return gain_numeric(volts, p, a, b, start=start)


def gain_dead_outer(volts, p, a, b):
    stop = b * (a / b)**(ionization_volts / volts)
    return gain_numeric(volts, p, a, b, stop=stop)


def breakdown_dead(gain):
    return brentq(lambda v: gain(v, p, a, b) - G, 20, 1e5)


V_dead_inner = breakdown_dead(gain_dead_inner)
V_dead_outer = breakdown_dead(gain_dead_outer)
dead_inner = a * ((b / a)**(ionization_volts / V) - 1)
dead_outer = b * (1 - (a / b)**(ionization_volts / V))

E_inner, E_outer = V / (a * L), V / (b * L)
ionization_length = 1 / (A * p * np.exp(-B * p / E_inner))

# Heated gas at fixed pressure has a lower density.
T_reference, T_hot = 293.0, 400.0
V_hot = breakdown(p * T_reference / T_hot, a, b)
V_gamma = {g: breakdown(p, a, b, threshold=np.log(1 + 1 / g))
           for g in (0.025, 0.1)}

# Ion space charge when ions carry the whole current at constant mobility.
mobility_pressure = 500.0
mobility = mobility_pressure / p
epsilon_cm = constants.epsilon_0 / 100
field_change = 0.10
line_current = (field_change * 4 * np.pi * mobility * epsilon_cm
                * (V / L)**2 / (b**2 - a**2))


def poisson(radius, radius_field):
    field = radius_field / radius
    density = line_current / (2 * np.pi * radius * mobility * field)
    return density * radius / epsilon_cm


space = solve_ivp(poisson, (a, b), [V / L], rtol=1e-9, atol=1e-9)
actual_change = space.y[0, -1] / (V / L) - 1
# The current estimate is linear; quadratic terms are about half a percent.
assert abs(actual_change - field_change) < 0.01

c = B * p * L / V
print(f"Input A = {A:.0f} /(cm Torr), B = {B:.0f} V/(cm Torr)")
print(f"Input gamma = {gamma:.3f} (no unit), p = {p:.2f} Torr")
print(f"Input a = {a:.2f} cm, b = {b:.2f} cm, d = {d:.2f} cm")
print(f"L = {L:.5f}, G = {G:.5f} (no unit)")
print(f"A p d = {A*p*d:.4f}, x0 = {np.log(A*p*d/G):.4f} (no unit)")
print(f"Threshold pressure for any breakdown = {p_threshold:.4f} Torr")
print(f"Coaxial breakdown voltage = {V:.3f} V")
print(f"Exponents B p a L/V = {c*a:.5f}, B p b L/V = {c*b:.5f}")
print(f"Exponentials = {np.exp(-c*a):.5f}, {np.exp(-c*b):.5f}")
print(f"Prefactor A V/(B L) = {A*V/(B*L):.5f} (no unit)")
print(f"Transport solution, inner cathode = {V_transport[0]:.3f} V")
print(f"Transport solution, outer cathode = {V_transport[1]:.3f} V")
print(f"Plate voltage at same gap = {V_plates:.3f} V")
print(f"Coaxial excess over plates = {100*(V/V_plates-1):.2f} %")
print(f"Coaxial minimum = {V_min:.3f} V at {p_min:.4f} Torr")
print(f"Plate minimum = {V_min_plates:.3f} V at {np.e*G/(A*d):.4f} Torr")
print(f"Equal coaxial and plate voltages at p = {p_cross:.4f} Torr")
print("Scan: p (Torr), V coax (V), V plates (V), E/p in, out (V/cm/Torr)")
for q in (0.5, 0.7, 1.0, 2.0, 4.0):
    v = breakdown(q, a, b)
    print(f"  {q:.1f}  {v:.2f}  {plates(q,d):.2f}"
          f"  {v/(a*L*q):.1f}  {v/(b*L*q):.1f}")
print("Fixed gap and p: a (cm), delta, V (V), V second order (V)")
for inner in (0.5, 1.0, 2.0, 5.0, 20.0):
    ratio = d / (inner + d / 2)
    x0 = np.log(A * p * d / G)
    second = V_plates * (1 + (2 - x0) * ratio**2 / 24)
    print(f"  {inner:.1f}  {ratio:.4f}"
          f"  {breakdown(p, inner, inner+d):.4f}  {second:.4f}")
print("Curvature check: x0, numerical coefficient, (2-x0)/24")
for x0, coefficient in curvature:
    print(f"  {x0:.1f}  {coefficient:.5f}  {(2-x0)/24:.5f}")
print(f"Field inner = {E_inner:.2f} V/cm, outer = {E_outer:.2f} V/cm")
print(f"Ionization length at inner electrode = {ionization_length:.3f} cm")
print(f"Ionization length / field scale = {ionization_length/a:.3f}")
print(f"Rough ionization threshold = {ionization_volts:.0f} V")
print(f"Dead space: inner {dead_inner:.3f} cm, outer {dead_outer:.3f} cm")
print(f"Voltage with dead space, inner cathode = {V_dead_inner:.2f} V")
print(f"Voltage with dead space, outer cathode = {V_dead_outer:.2f} V")
print(f"Gas heated from {T_reference:.0f} K to {T_hot:.0f} K: {V_hot:.2f} V")
for g, v in V_gamma.items():
    print(f"Voltage for gamma {g:.3f} = {v:.2f} V")
print(f"Rough ion mobility times p = {mobility_pressure:.0f} cm2 Torr/(V s)")
print(f"Current for about 10% rE change = {line_current*1e6:.3f} uA/cm")
print(f"Integrated rE change at that current = {100*actual_change:.2f} %")
print("success")
```

Printed output:

```
Input A = 12 /(cm Torr), B = 180 V/(cm Torr)
Input gamma = 0.050 (no unit), p = 0.70 Torr
Input a = 0.50 cm, b = 1.50 cm, d = 1.00 cm
L = 1.09861, G = 3.04452 (no unit)
A p d = 8.4000, x0 = 1.0149 (no unit)
Threshold pressure for any breakdown = 0.2537 Torr
Coaxial breakdown voltage = 130.418 V
Exponents B p a L/V = 0.53070, B p b L/V = 1.59209
Exponentials = 0.58819, 0.20350
Prefactor A V/(B L) = 7.91412 (no unit)
Transport solution, inner cathode = 130.418 V
Transport solution, outer cathode = 130.414 V
Plate voltage at same gap = 124.152 V
Coaxial excess over plates = 5.05 %
Coaxial minimum = 130.349 V at 0.7242 Torr
Plate minimum = 124.138 V at 0.6897 Torr
Equal coaxial and plate voltages at p = 1.9513 Torr
Scan: p (Torr), V coax (V), V plates (V), E/p in, out (V/cm/Torr)
  0.5  141.52  132.66  515.3  171.8
  0.7  130.42  124.15  339.2  113.1
  1.0  135.57  131.24  246.8  82.3
  2.0  174.15  174.36  158.5  52.8
  4.0  251.97  261.07  114.7  38.2
Fixed gap and p: a (cm), delta, V (V), V second order (V)
  0.5  1.0000  130.4182  129.2476
  1.0  0.6667  126.6196  126.4165
  2.0  0.4000  124.9918  124.9670
  5.0  0.1818  124.3212  124.3201
  20.0  0.0488  124.1638  124.1638
Curvature check: x0, numerical coefficient, (2-x0)/24
  0.5  0.06251  0.06250
  1.0  0.04167  0.04167
  2.0  0.00000  0.00000
  4.0  -0.08334  -0.08333
Field inner = 237.42 V/cm, outer = 79.14 V/cm
Ionization length at inner electrode = 0.202 cm
Ionization length / field scale = 0.405
Rough ionization threshold = 16 V
Dead space: inner 0.072 cm, outer 0.189 cm
Voltage with dead space, inner cathode = 145.58 V
Voltage with dead space, outer cathode = 148.10 V
Gas heated from 293 K to 400 K: 139.77 V
Voltage for gamma 0.025 = 163.65 V
Voltage for gamma 0.100 = 104.41 V
Rough ion mobility times p = 500 cm2 Torr/(V s)
Current for about 10% rE change = 0.560 uA/cm
Integrated rE change at that current = 9.54 %
success
```
